# Exciton and Free-Pair Laws at the Stepped Silicon Absorption Edge

## Definitions and conventions

The algebra uses atomic units, $\hbar=m_0=e=4\pi\varepsilon_0=1$. A crystal of volume $V$ has its valence maximum at zero wave vector, with hole mass $m_h$, and a conduction minimum at $\mathbf k_0$, with electron mass $m_e$. Both bands are taken as parabolic and isotropic, and $E_g$ is the gap between the two extrema. Electron and hole attract through $-1/(\kappa r)$, with $\kappa$ the static dielectric constant. Define

$$M=m_e+m_h,\quad \mu=\frac{m_em_h}{M},\quad a=\frac{\kappa}{\mu},\quad R=\frac{\mu}{2\kappa^2}.$$

Here $a$ is the exciton radius and $R$ its binding energy. A photon of energy $\omega$ carries negligible momentum, so a phonon of branch $\lambda$ and energy $\Omega_\lambda$ must supply $\mathbf k_0$. The energy left for the pair, measured from the gap, is

$$\Delta=\omega\mp\Omega_\lambda-E_g,$$

with the upper sign for phonon emission and the lower for absorption. The crystal starts with full valence and empty conduction bands. The phonon energy is taken as constant near $\mathbf k_0$, and levels have no width.

The result concerns the spectral function $J(\Delta)$, defined below. Each phonon channel adds a weighted copy of it to the absorption, taken at that channel's own $\Delta$. With attraction, $J$ starts at $\Delta=-R$ as $\sqrt{\Delta+R}$. Without attraction it is $C\Delta^2$, with $C=(m_em_h)^{3/2}/(16\pi^3)$. A "step" of the edge is thus a square-root onset, not a jump.

## From the two couplings to one spectral function

Let $W$ be the sum of the light and phonon couplings. Neither alone connects the ground state $g$ to the final pair $f$. To first order $g$ acquires admixtures $|i\rangle W_{ig}/(E-E_i)$, where $E$ is the initial energy including the photon. The coupling of this corrected state to $f$ is

$$T=\sum_i\frac{W_{fi}W_{ig}}{E-E_i}.$$

The sum runs over all orders of events. For example, light may create a direct pair whose electron is then scattered to the valley, or whose hole is scattered to the band top. Amplitudes add with their signs before squaring. When every denominator is large compared with the energy range studied, and the amplitude is not forbidden by symmetry at the extrema, $T$ may be taken as constant.

The phonon displacement is proportional to $b+b^\dagger$. Its squared matrix elements are $N+1$ for $N\to N+1$ and $N$ for $N\to N-1$. Their thermal averages are $n_\lambda+1$ and $n_\lambda$, with $n_\lambda=1/(e^{\Omega_\lambda/k_BT}-1)$.

A phonon mode has displacement proportional to $V^{-1/2}$, so write $|T|^2=\tau^2/V$, leaving out the thermal factor. For total pair momentum $\mathbf k_0+\mathbf Q$, put

$$\mathbf k_e=\mathbf k_0+\frac{m_e}{M}\mathbf Q+\mathbf k,\qquad \mathbf k_h=\frac{m_h}{M}\mathbf Q-\mathbf k.$$

In the kinetic energy the cross terms are $+\mathbf Q\cdot\mathbf k/M$ and $-\mathbf Q\cdot\mathbf k/M$. They cancel, leaving $Q^2/2M+k^2/2\mu$. The attraction depends on the separation alone, so centre-of-mass and relative motion separate. Since $T$ is the same for all $\mathbf k$, the state created at given $\mathbf Q$ is

$$|P_{\mathbf Q}\rangle=\sum_{\mathbf k}|\mathbf k_e,\mathbf k_h\rangle=\int d^3X\,e^{i\mathbf Q\cdot\mathbf X}|\mathbf X,\mathbf X\rangle .$$

The second form follows because the sum of plane waves $e^{i\mathbf k\cdot\mathbf r}/V$ is $\delta(\mathbf r)$: the envelopes of electron and hole meet at one point. With $H$ the pair Hamiltonian measured from $E_g$, the golden rule gives

$$\frac{\text{rate}}{V}=2\pi\tau^2J(\Delta),\qquad J(\Delta)=\frac1{V^2}\sum_{\mathbf Q}\langle P_{\mathbf Q}|\delta(\Delta-H)|P_{\mathbf Q}\rangle .$$

Phonons of every $\mathbf Q$ are available, hence the sum. In a direct transition there is no such sum, and an exciton level gives a line.

The squared light coupling is proportional to the squared vector potential, and the photon flux to $\omega$ times the same square. Dividing rate by flux leaves $1/\omega$, so

$$\alpha(\omega)=\frac A\omega\sum_\lambda w_\lambda\left[(n_\lambda+1)J(\omega-\Omega_\lambda-E_g)+n_\lambda J(\omega+\Omega_\lambda-E_g)\right].$$

The weights $w_\lambda$ hold the squared couplings. The constant $A$ holds the refractive index and the spin and valley factors.

## First derivation: a sum over exciton states

Let $\varphi_\nu(\mathbf r)$ be the normalized relative states, with energies $\varepsilon_\nu$. The pair state is $V^{-1/2}e^{i\mathbf Q\cdot\mathbf X}\varphi_\nu$, and its overlap with $|P_{\mathbf Q}\rangle$ is $\sqrt V\varphi_\nu^*(0)$ for every $\mathbf Q$. Only $s$ states are nonzero at the origin. Therefore

$$J(\Delta)=\sum_\nu|\varphi_\nu(0)|^2g_M(\Delta-\varepsilon_\nu),\qquad g_M(E)=\int\!\frac{d^3Q}{(2\pi)^3}\,\delta\!\left(E-\frac{Q^2}{2M}\right).$$

With $Q=\sqrt{2ME}$ and $dQ/dE=M/Q$, the integral is $4\pi Q^2(M/Q)/(8\pi^3)=MQ/(2\pi^2)$, so

$$g_M(E)=\frac{M^{3/2}}{\sqrt2\,\pi^2}\sqrt E\quad(E>0).$$

This is the source of the square root: one particle of mass $M$ moves freely in three dimensions.

**Bound levels.** Measure length in $a$ and energy in $R$. An $s$ state $\varphi=u/(\sqrt{4\pi}\,r)$ obeys $-u''-(2/r)u=\varepsilon u$. With a centrifugal term $l(l+1)/r^2$ added, try $u=r^{l+1}e^{-r/\nu}\sum_jc_jr^j$ and $\varepsilon=-1/\nu^2$. Equating powers gives

$$c_{j+1}(j+1)(j+2l+2)=2c_j\left(\frac{j+l+1}{\nu}-1\right).$$

A normalizable solution needs the series to end, so $\nu=n_r+l+1$, also for non-integer $l$. Differentiating the energy with respect to $l$ at fixed $n_r$ gives $2/\nu^3=(2l+1)\langle r^{-2}\rangle$, hence $\langle r^{-2}\rangle=2/n^3$ at $l=0$.

Next, multiply $u''=(-2/r-\varepsilon)u$ by $2u'$ and integrate from zero to infinity. The left side is $-u'(0)^2$. On the right, integration by parts leaves $-\int(2/r^2)u^2dr$, the boundary terms being zero. Thus $u'(0)^2=4/n^3$ and, in ordinary units, $|\varphi_n(0)|^2=1/(\pi a^3n^3)$.

Since $R=1/(2\mu a^2)$, we have $a^{-3}=(2\mu R)^{3/2}$. With $M\mu=m_em_h$, each level contributes

$$J_n=\frac{M^{3/2}(2\mu R)^{3/2}}{\sqrt2\,\pi^3n^3}\sqrt{\Delta+\frac R{n^2}}=\frac{32\,CR^{3/2}}{n^3}\sqrt{\Delta+\frac R{n^2}} .$$

Between the $1s$ onset and the $2s$ onset, $3R/4$ higher, the $J$ of a single phonon channel is a pure square root.

**Free pairs.** Without attraction, $\sum_\nu|\varphi_\nu(0)|^2\delta(\varepsilon-\varepsilon_\nu)$ is $g_\mu(\varepsilon)$, the same function with mass $\mu$. Substituting $\varepsilon=\Delta\sin^2\theta$,

$$J_{\rm free}=\frac{(M\mu)^{3/2}}{2\pi^4}\int_0^\Delta\!\sqrt{\Delta-\varepsilon}\sqrt\varepsilon\,d\varepsilon=\frac{(m_em_h)^{3/2}}{2\pi^4}\,\frac{\pi\Delta^2}{8}=C\Delta^2 .$$

Two freely moving bodies share the energy, which replaces the square root by a square.

**Unbound pairs with attraction.** Put $\varepsilon=k^2$ and $\eta=1/k$ in the scaled equation. The solution with $u\simeq r$ at the origin is

$$u=re^{-ikr}\,\frac{\sinh\pi\eta}{\pi\eta}\int_0^1e^{2ikrt}t^{i\eta}(1-t)^{-i\eta}dt .$$

To verify it, write $u=re^{-ikr}w(z)$ with $z=2ikr$. The equation becomes $zw''+(2-z)w'-(1+i\eta)w=0$. Acting on the integrand, the left side is $-\frac{d}{dt}[e^{zt}t^{1+i\eta}(1-t)^{1-i\eta}]$, which integrates to zero. The prefactor is $1/[\Gamma(1+i\eta)\Gamma(1-i\eta)]$ and makes $w(0)=1$.

At large $r$ the two ends of the integral dominate. The end $t=0$ gives $\Gamma(1+i\eta)(-2ikr)^{-1-i\eta}$, of modulus $|\Gamma(1+i\eta)|e^{-\pi\eta/2}/(2kr)$. The other end supplies the complex-conjugate part of $u$. Using $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$, the oscillation of $u$ has amplitude $B$ with

$$B^2=\frac{e^{-\pi\eta}}{k^2}\,\frac{\sinh\pi\eta}{\pi\eta}.$$

In a large sphere of radius $L$, normalization divides $u^2$ by $B^2L/2$, and the levels have density $L/\pi$ in $k$. The weight at the origin is thus proportional to $1/B^2$, while a free wave has $B^2=1/k^2$. The enhancement is

$$F=\frac1{k^2B^2}=\frac{x}{1-e^{-x}},\qquad x=2\pi\eta=2\pi\sqrt{R/\varepsilon},$$

and the continuum part is

$$J_c=\frac{8C}\pi\int_0^\Delta\sqrt{\Delta-\varepsilon}\sqrt\varepsilon\,F(\varepsilon)\,d\varepsilon .$$

For $\Delta\ll R$, $F\simeq x$ cancels the $\sqrt\varepsilon$, and $J_c\to\frac{32}3C\sqrt R\,\Delta^{3/2}$. So even the unbound part does not start quadratically.

For $\Delta\gg R$, use $F=1+x/2+x^2/12+\dots$. The integrals needed are $\int_0^\Delta\sqrt{\Delta-\varepsilon}\,d\varepsilon=\frac23\Delta^{3/2}$ and $\int_0^\Delta\sqrt{(\Delta-\varepsilon)/\varepsilon}\,d\varepsilon=\pi\Delta/2$. They give

$$\frac J{C\Delta^2}=1+\frac{16}3\sqrt{\frac R\Delta}+\frac{4\pi^2}3\frac R\Delta+O\!\left[(R/\Delta)^{3/2}\right].$$

The bound levels enter at the order left out.

## Second derivation: the return of a pair to its birthplace

The same laws follow without the unbound wave functions. In the definition of $J$, use $\sum_{\mathbf Q}e^{i\mathbf Q\cdot(\mathbf X-\mathbf X')}=V\delta(\mathbf X-\mathbf X')$. By translation symmetry,

$$J(\Delta)=\langle\mathbf X,\mathbf X|\delta(\Delta-H)|\mathbf X,\mathbf X\rangle .$$

Multiply by $e^{-\beta\Delta}$ and integrate over all $\Delta$:

$$Z(\beta)=\int J(\Delta)e^{-\beta\Delta}d\Delta=\langle\mathbf X,\mathbf X|e^{-\beta H}|\mathbf X,\mathbf X\rangle=Z_M(\beta)Z_\mu(\beta).$$

This is the imaginary-time amplitude for a pair born at one point to return there. It factorizes because $H$ separates. For a free particle of mass $m$,

$$K_m(\mathbf r,\beta)=\int\!\frac{d^3p}{(2\pi)^3}e^{i\mathbf p\cdot\mathbf r-\beta p^2/2m}=\left(\frac m{2\pi\beta}\right)^{3/2}e^{-mr^2/2\beta},$$

so $Z_M=(M/2\pi\beta)^{3/2}$. Powers are inverted with $\int_0^\infty\Delta^{s-1}e^{-\beta\Delta}d\Delta=\Gamma(s)\beta^{-s}$.

**Free pairs.** Now $Z=(M\mu)^{3/2}/(2\pi\beta)^3$. Since $\beta^{-3}$ belongs to $\Delta^2/2$, $J=(m_em_h)^{3/2}\Delta^2/(16\pi^3)$, as before.

**Exciton onset.** The function $\varphi_1=e^{-r/a}/\sqrt{\pi a^3}$ satisfies the relative equation with energy $-R$; being nodeless, it is the ground state. It contributes $e^{\beta R}/(\pi a^3)$ to $Z_\mu$. The factor $e^{\beta R}$ shifts the origin of $\Delta$ to $-R$, and $\beta^{-3/2}$ belongs to $2\sqrt{\Delta/\pi}$. Hence

$$J_1=\frac1{\pi a^3}\left(\frac M{2\pi}\right)^{3/2}\frac2{\sqrt\pi}\sqrt{\Delta+R}=\frac{M^{3/2}}{\sqrt2\,\pi^3a^3}\sqrt{\Delta+R},$$

which is the earlier $J_1$. Higher relative states start at higher energies and cannot alter this onset.

**Approach to the quadratic law.** Small $\beta$ governs large $\Delta$. To first order in the attraction,

$$\frac{Z_\mu}{Z_\mu^{\rm free}}=1+\int_0^\beta d\sigma\int d^3r\,\frac{K_\mu(\mathbf r,\sigma)K_\mu(\mathbf r,\beta-\sigma)}{K_\mu(0,\beta)}\,\frac1{\kappa r}.$$

The ratio of kernels is a normalized Gaussian with variance $s^2=\sigma(\beta-\sigma)/(\mu\beta)$ along each axis, for which $\langle1/r\rangle=\sqrt{2/\pi}/s$. With $\int_0^\beta d\sigma/\sqrt{\sigma(\beta-\sigma)}=\pi$, the correction is $\sqrt{2\pi\mu\beta}/\kappa=2\sqrt{\pi R\beta}$. It turns $\beta^{-3}$ into $\beta^{-5/2}$, which belongs to $4\Delta^{3/2}/(3\sqrt\pi)$. Relative to $\Delta^2/2$ this is

$$2\sqrt{\pi R}\;\frac{4\Delta^{3/2}}{3\sqrt\pi}\;\frac2{\Delta^2}=\frac{16}3\sqrt{\frac R\Delta},$$

the first correction found from the wave functions.

## What each derivation assumes

Both rest on a constant $T$, parabolic bands and a flat phonon branch. The first also needs the full set of Coulomb $s$ states, and in return gives $J$ at every energy. The second needs one bound state and the free kernel. Its onset argument holds for any attraction with an isolated lowest $s$ level, whose $|\varphi(0)|^2$ then sets the height. Its high-energy part assumes that the small-$\beta$ series may be inverted term by term, which the first derivation supports here.

The flat branch can be relaxed. A linear phonon slope $v$ adds $vQ_z$ to $Q^2/2M$. Completing the square lowers the threshold by $Mv^2/2$ and keeps the square root. If instead $T$ vanished at the extrema in proportion to $Q$, $|T|^2$ would add one power of energy and the onset would be a three-halves law.

## The silicon edge

The inputs are rough typical values for silicon: $\kappa=11.7$, electron masses 0.92 (one axis) and 0.19 (two axes), and a single hole mass 0.24, in units of $m_0$. The gap is 1.17 eV at 77 K and 1.12 eV at 300 K. Two phonons are kept: TA at 0.018 eV and TO at 0.058 eV, with model weights 0.1 and 1.

Averaging the inverse electron masses gives $m_e=3/(1/0.92+2/0.19)=0.258$, so $M=0.498$ and $\mu=0.124$. The formulas for $R$ and $a$ then give $R=0.0124$ eV and $a=49.8$ angstrom, or 4.98 nm. At 77 K the $1s$ exciton gap is $1.17-0.0124=1.1576$ eV. Adding or subtracting the phonon energies gives four thresholds. The last column is the $1s$ rise 0.005 eV above each.

| Phonon | Threshold (eV) | nm | Thermal factor | Rise (cm⁻¹) |
|---|---|---|---|---|
| TO absorbed | 1.0996 | 1128 | 0.00016 | 0.00047 |
| TA absorbed | 1.1396 | 1088 | 0.071 | 0.020 |
| TA emitted | 1.1756 | 1055 | 1.07 | 0.30 |
| TO emitted | 1.2156 | 1020 | 1.00 | 2.7 |

The absolute scale is not derived. It is set by one rough input, $\alpha=60$ cm⁻¹ at 1.24 eV and 300 K, and the same $A$ is kept at 77 K and for the free-pair values. The digits shown belong to the model inputs: the real gap at 77 K is nearer 1.166 eV, which would lower every threshold by 0.004 eV and raise the value at 1.22 eV from 4.37 to 5.5 cm⁻¹. The continuum integral was evaluated by Gauss–Legendre quadrature. At 77 K:

| Photon (eV) | With attraction (cm⁻¹) | Free pairs (cm⁻¹) |
|---|---|---|
| 1.15 | 0.033 | 0.00021 |
| 1.18 | 0.38 | 0.0056 |
| 1.20 | 1.05 | 0.029 |
| 1.21 | 1.44 | 0.067 |
| 1.22 | 4.37 | 0.12 |
| 1.25 | 14.6 | 0.81 |
| 1.30 | 37 | 5.4 |

The TO step can be rebuilt by hand. At 1.22 eV the photon is 0.0044 eV above threshold, so the $1s$ rise is $2.68\sqrt{0.0044/0.005}=2.51$ cm⁻¹. Continuing the earlier growth of 0.39 cm⁻¹ per 0.01 eV puts the background near 1.83 cm⁻¹. The sum, 4.34 cm⁻¹, is close to the full value of 4.37 cm⁻¹.

The quadratic law is a distant limit. The ratio $J/J_{\rm free}$ is 63 at $\Delta=R$, 4.8 at $10R$ and still 1.69 at $100R$, where parabolic bands are no longer a safe assumption. The $1s$ term alone exceeds the free law up to $\Delta=10.4R=0.13$ eV.

## The model beside real silicon

At 300 K and 1.127 eV (1100 nm) the model gives 5.5 cm⁻¹; real silicon absorbs roughly 3 to 4 cm⁻¹ there. The free law with the same $A$ gives 0.52 cm⁻¹. If it is instead rescaled to meet the 60 cm⁻¹ input, it gives $0.525\times60/10.18=3.1$ cm⁻¹. Both figures depend on the rough inputs: taking the gap as 1.1245 eV, the TA weight as 0.03, or both, and rescaling each time, moves the exciton value between 5.0 and 5.5 cm⁻¹ and the free one between 2.9 and 3.7 cm⁻¹. A room-temperature comparison at this one energy therefore does not establish the exciton law; the low-temperature onsets are the sharper distinction. The real binding energy is roughly 0.015 eV, above the model's 0.0124 eV.

One large simplification is the single hole mass, since the real valence top is degenerate and warped. Replacing 0.24 by 0.5 raises $R$ to 0.017 eV and, at fixed $T$, the $1s$ step by a factor 4.8. The free law grows by $(0.5/0.24)^{3/2}=3.0$, so the step gains a factor 1.6 relative to it. Electron anisotropy matters less for this comparison. A variational exciton with two radii gives a binding of about 0.0127 eV and multiplies the step by about 1.43, against 1.39 for the free law.

For a rough direct gap $E_d=3.4$ eV, the factor $1/(E_d-\omega)^2$ of the light-first path grows by 10% from 1.20 to 1.30 eV. A phonon slope points along the valley axis, where the total mass is $0.92+0.24=1.16$; a slope of 5000 m/s then moves a threshold by 0.00008 eV.

Collisions smear the steps at 300 K. Rough mobilities $\mu_c$ of 1400 and 450 cm²/Vs, with $\hbar/\tau_c=\hbar e/(m\mu_c)$ for each carrier, give a summed width of 0.014 eV, slightly above $R$. Averaging $\alpha$ over a Gaussian of that full width raises it from 12.2 to 13.6 cm⁻¹ at the TO-emission threshold, and by under 1% at 1.127 eV. These figures belong to the Gaussian shape. Collision broadening has longer, Lorentzian tails, and the result then depends on where they are cut off. With the same full width, and the cut profile renormalized, the unbroadened value at 1.127 eV rises by about 5% for a cutoff 0.05 eV from the centre and by about 13% for 0.1 eV. In a junction, a field of order $R/(ea)=0.025$ MV/cm pulls the exciton apart, and ionization already broadens the $1s$ level markedly at less than half that field. The zero-field onsets should not be used there. The LO and other weaker phonon branches, exciton fine structure, multiphonon processes and screening by carriers are left out and not sized.

All numerical values are calculated from the stated model.
